# Basis sets for polarizabilities: energy optimization and Sadlej-type functions

## Form of the answer

Reflection \(z\to-z\) turns a field \(F\) along \(z\) into \(-F\) and leaves a free atom unchanged. The energy of a nondegenerate ground state is therefore even in the field,

\[
E(F)=E_0-\tfrac12\alpha F^2+O(F^4),\qquad \alpha=-\left.\frac{d^2E}{dF^2}\right|_{F=0}.
\]

A dipole moment divided by a field has the dimension \(4\pi\varepsilon_0\times\text{length}^3\). For nonrelativistic hydrogen with a fixed nucleus the one available length is the bohr, so \(\alpha\) is a pure number in atomic units (bohr³).

Symmetry also says where this number comes from. The electron has charge \(-1\), so the Hamiltonian is \(H=H_0+Fz\) with \(H_0=-\tfrac12\nabla^2-1/r\). Acting on the s-type ground state, \(z\) produces a p-type function. To first order the atom responds through p functions alone, and a basis of s functions gives \(\alpha=0\) however good its energy is.

Conversely, \(H_0\) does not mix s and p, so p functions leave the ground-state energy of the free atom unchanged. In cc-pVDZ that energy is \(-0.499278\) hartree with or without the p function, while \(\alpha\) is 0.63 with it and zero without it. The energy of the free hydrogen atom therefore cannot choose a p exponent.

## The exact response

Write \(\psi=\psi_0+F\psi_1+\dots\), with \(\psi_0=e^{-r}/\sqrt\pi\) and \(E_0=-\tfrac12\). The first-order energy vanishes by parity, and the terms linear in \(F\) give

\[
(H_0-E_0)\psi_1=-z\psi_0 .
\]

Try \(\psi_1=-g\psi_0\). Since \(H_0\psi_0=E_0\psi_0\), only terms that differentiate \(g\) survive. With \(\nabla\psi_0=-\hat{\mathbf r}\,\psi_0\),

\[
(H_0-E_0)g\psi_0=\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}\right)\psi_0 .
\]

Take \(g=z(1+br)\). Then \(\nabla^2z=0\), \(\nabla^2(zr)=z\nabla^2r+2\,\partial r/\partial z=4z/r\), \(\partial z/\partial r=z/r\) and \(\partial(zr)/\partial r=2z\). Hence

\[
(H_0-E_0)g\psi_0=\left[(1-2b)\frac zr+2bz\right]\psi_0. \tag{1}
\]

The right side must equal \(z\psi_0\), which requires \(b=\tfrac12\):

\[
\psi_1=-z\left(1+\frac r2\right)\psi_0 .
\]

The second-order energy is \(\langle\psi_0|z|\psi_1\rangle=-\alpha/2\). In the ground state \(\langle r^n\rangle=(n+2)!/2^{n+1}\), so \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=\tfrac{15}{2}\). The angular average of \(z^2\) is \(r^2/3\), and

\[
\alpha=2\left\langle z^2\left(1+\frac r2\right)\right\rangle
=\frac23\left(3+\frac{15}{4}\right)=\frac92 .
\]

This is 4.5 bohr³, or 0.667 Å³.

## When a finite basis must underestimate

Let \(A=H_0-E_0\). For a real p-type trial function \(\phi\), define the Hylleraas functional

\[
J[\phi]=-4\langle\phi|z|\psi_0\rangle-2\langle\phi|A|\phi\rangle .
\]

Put \(\phi=\psi_1+\delta\) and use \(A\psi_1=-z\psi_0\). The second term becomes

\[
-2\langle\phi|A|\phi\rangle=2\langle\psi_1|z|\psi_0\rangle+4\langle\delta|z|\psi_0\rangle-2\langle\delta|A|\delta\rangle .
\]

The terms linear in \(\delta\) cancel against those in the first part of \(J\), leaving

\[
J[\phi]=-2\langle\psi_1|z|\psi_0\rangle-2\langle\delta|A|\delta\rangle
=\alpha-2\langle\delta|A|\delta\rangle. \tag{2}
\]

The lowest p level of hydrogen lies at \(-\tfrac18\), so \(A\) is at least \(\tfrac38\) in the p space and \(J\le\alpha\). In a basis, \(\phi=\sum_ix_ip_i\), with \(b_i=\langle p_i|z|\psi_0\rangle\) and \(G_{ij}=\langle p_i|A|p_j\rangle\). Then \(J=-4x^Tb-2x^TGx\) is stationary at \(x=-G^{-1}b\), and

\[
\alpha_B=2\,b^TG^{-1}b\le\tfrac92. \tag{3}
\]

As an example, one p Gaussian of exponent 0.50 bohr⁻² gives 1.2466. Direct integration of \(2\langle\delta|A|\delta\rangle\) for this function gives a deficit of 3.2534, and the two add to 4.5000.

The bound assumes the exact \(\psi_0\). In an ordinary calculation the s functions supply an approximate ground state and energy, and these replace \(\psi_0\) and \(E_0\) in (3). As long as \(G\) stays positive, adding p functions at fixed s basis still cannot lower \(\alpha_B\), because the maximum is taken over a larger set. The value approached may, however, lie on either side of 4.5. One s and one p Gaussian, both of exponent 0.15, give 9.36: the ground state is far too diffuse, which enlarges \(b\), and its energy of \(-0.393\) hartree is too high, which shrinks \(G\). Underestimation is thus the expected error when the ground state is good and the p space is poor.

## Why energy selects the wrong p functions

The energy and the polarizability look at different regions. The radial density \(r^2\psi_0^2\) peaks at 1.00 bohr, the corresponding density of \(\psi_1\) at 2.56 bohr. Beyond 3 bohr lies 6.2 % of the ground-state density. If the energy is apportioned by the local energy \(H_0\psi_0/\psi_0=E_0\), which is constant in space, this region carries the same share of it. The split is not unique: with the kinetic density \(\tfrac12|\nabla\psi_0|^2\) the share is \(-2.7\) %. It is small either way. The integrand of \(\alpha\), proportional to \(r^4(1+r/2)e^{-2r}\), has 37.4 % of its weight there.

In a molecule p functions do lower the energy. One reason is that neighbours polarize the atom; in correlated calculations electron correlation is another, and it can be the larger. Consider polarization alone. A simple model is a weak positive charge \(q\) at distance \(R\). The dipolar part of its potential energy for the electron is

\[
-q\,v(r)\cos\theta,\qquad
v(r)=\begin{cases} r/R^2,& r<R\\ R/r^2,& r>R.\end{cases}
\]

A uniform field corresponds to \(v\propto r\) everywhere. The neighbour's potential falls off outside \(R\), where a diffuse p function has much of its amplitude, so the energy gain favours a more compact function. For one normalized p Gaussian \(p_\zeta\propto ze^{-\zeta r^2}\), the gain to second order in \(q\) is

\[
\Delta E=-q^2\frac{\langle p_\zeta|v\cos\theta|\psi_0\rangle^2}{G(\zeta)},\qquad
G(\zeta)=\frac{5\zeta}{2}-\frac{4}{3\sqrt\pi}\sqrt{2\zeta}+\frac12 .
\]

The terms of \(G\) are the kinetic energy, the nuclear attraction and \(-E_0\). The best exponent does not depend on \(q\):

| Perturbation | Best \(\zeta\) (bohr⁻²) | \(\alpha\) (bohr³) |
|---|---:|---:|
| charge at 1.5 bohr | 0.313 | 2.43 |
| charge at 3 bohr | 0.171 | 3.91 |
| charge at 6 bohr | 0.126 | 4.16 |
| uniform field | 0.125 | 4.16 |

At 1.5 bohr, energy selection gives 2.43 where the best single p Gaussian gives 4.16, a loss of 42 % of the latter value; at 6 bohr the loss from this cause has almost gone. The model omits bonding, exchange and correlation and holds only for a weak charge, so it shows the direction of the effect and does not predict the exponents of any published set. Real molecules select tighter functions than the model does: for H\(_2^+\) with cc-pVTZ s functions on both protons the best p exponent is about 0.8 bohr⁻² at 1.5 bohr and 0.35 bohr⁻² at 3 bohr.

In four published sets, \(\alpha\) of the hydrogen atom rises as the smallest p exponent falls:

| Basis | Energy (hartree) | Smallest p exponent (bohr⁻²) | \(\alpha\) (bohr³) |
|---|---:|---:|---:|
| cc-pVDZ | −0.49928 | 0.727 | 0.63 |
| cc-pVTZ | −0.49981 | 0.388 | 1.88 |
| cc-pVQZ | −0.49995 | 0.292 | 2.74 |
| aug-cc-pVDZ | −0.49933 | 0.141 | 4.29 |

The cc-pVQZ energy is within \(6\times10^{-5}\) hartree of the exact one, yet \(\alpha\) reaches 61 % of its exact value. The augmented double-zeta set has a poorer energy and recovers 95 %. About one point of this comes from its approximate ground state: the same two p functions with the exact \(\psi_0\) give 4.23. A converged energy is no evidence for a converged polarizability.

## Polarization functions from a moving Gaussian

The s basis already contains information about the size of the atom. To use it, ask how each Gaussian \(\chi=e^{-\zeta r^2}\) would move in the field. Differentiation gives

\[
-\tfrac12\nabla^2\chi=(3\zeta-2\zeta^2r^2)\chi ,
\]

so \(\chi\) is the ground state of an oscillator with potential \(\tfrac12kr^2\) and force constant \(k=4\zeta^2\). The field adds \(Fz\), and completing the square,

\[
\tfrac12kz^2+Fz=\tfrac12k\left(z+\frac Fk\right)^2-\frac{F^2}{2k},
\]

shows that the oscillator state moves without changing shape. Its new centre is

\[
Z=-\frac{F}{4\zeta^2}.
\]

The minus sign reflects the electron's negative charge. For a Gaussian centred at \(Z\), \(\partial\chi/\partial Z=2\zeta(z-Z)\chi\). At zero field the chain rule gives

\[
\frac{\partial\chi}{\partial F}=2\zeta z\left(-\frac1{4\zeta^2}\right)\chi=-\frac{z}{2\zeta}\,e^{-\zeta r^2}. \tag{4}
\]

The field derivative of an s Gaussian is a p Gaussian with the same exponent, weighted by \(1/\zeta\).

Normalization changes the power of \(\zeta\). The s factor is \(N_s=(2\zeta/\pi)^{3/4}\). Since \(\int z^2e^{-2\zeta r^2}d^3r=(4\zeta)^{-1}(\pi/2\zeta)^{3/2}\), the p factor is \(N_p=2\sqrt\zeta\,N_s\). If the ground state is \(\sum_ic_i\hat s_i\) in normalized Gaussians, then

\[
c_iN_s\frac{z}{2\zeta_i}e^{-\zeta_ir^2}=\frac{c_i}{4\zeta_i^{3/2}}\,\hat p_i,
\qquad
\phi_{\rm pol}\propto\sum_i c_i\,\zeta_i^{-3/2}\,\hat p_i. \tag{5}
\]

The electron in hydrogen is not bound by a set of oscillators. The model supplies the relative weights; the overall factor is left to the variational principle, as happens automatically when \(\phi_{\rm pol}\) enters the basis as one contracted function.

For an occupied p orbital the same displacement gives

\[
-\frac{\partial}{\partial z}\left(ze^{-\zeta r^2}\right)
=\left[2\zeta\left(z^2-\frac{r^2}{3}\right)+\left(\frac{2\zeta r^2}{3}-1\right)\right]e^{-\zeta r^2}.
\]

The first part is a d function with the parent exponent; the second is s-type.

## How good the rule can be

The limit of a complete s expansion can be found in closed form. Start from

\[
e^{-r}=\int_0^\infty w(\zeta)e^{-\zeta r^2}d\zeta,\qquad
w(\zeta)=\frac{e^{-1/(4\zeta)}}{2\sqrt\pi\,\zeta^{3/2}} .
\]

To verify it, set \(\zeta=1/(4s^2)\). The right side becomes \((2/\sqrt\pi)I\), with

\[
I=\int_0^\infty e^{-s^2-r^2/(4s^2)}ds=e^{-r}\int_0^\infty e^{-(s-r/2s)^2}ds .
\]

The substitution \(s\to r/(2s)\) gives the same integral with an extra factor \(r/(2s^2)\). Averaging the two forms and setting \(v=s-r/(2s)\) yields \(I=\tfrac12e^{-r}\int_{-\infty}^{\infty}e^{-v^2}dv=\tfrac12\sqrt\pi\,e^{-r}\), as required.

Now apply the weight \(1/(2\zeta)\) from (4). Because \(e^{-\zeta r^2}/\zeta=\int_{r^2}^\infty e^{-\zeta u}du\),

\[
\int_0^\infty\frac{w(\zeta)}{2\zeta}e^{-\zeta r^2}d\zeta
=\frac12\int_{r^2}^\infty e^{-\sqrt u}du=\int_r^\infty se^{-s}ds=(1+r)e^{-r}.
\]

The derived function is therefore \(z(1+r)e^{-r}\), to be compared with the exact \(z(1+r/2)e^{-r}\). Its polarizability follows from \(g=z(1+br)\) at \(b=1\). The coupling is

\[
B=\langle zg\rangle=\frac{\langle r^2\rangle+b\langle r^3\rangle}{3}=1+\frac{5b}{2}.
\]

Multiplying (1) by \(g\psi_0\) and using \(\langle z^2/r\rangle=\tfrac12\), \(\langle z^2\rangle=1\), \(\langle z^2r\rangle=\tfrac52\) gives

\[
G=\frac{1-2b}{2}+2b+b(1-2b)+5b^2=\frac12+2b+3b^2 .
\]

Thus

\[
\alpha(b)=\frac{2B^2}{G}=\frac{2(1+5b/2)^2}{\tfrac12+2b+3b^2},\qquad
\alpha(1)=\frac{2(7/2)^2}{11/2}=\frac{49}{11}\approx4.455 .
\]

One function without a fitted exponent recovers 99 % of the exact value. Its optimal scale is \(B/G=7/11\approx0.64\) times the oscillator prediction. With the scale fixed at one, the functional gives \(4B-2G=14-11=3\), so the variational scale matters.

The power of \(\zeta\) in the shift matters too. A shift proportional to \(\zeta^{-1}\) makes every weight in the derivative equal and gives \(z\psi_0\), that is \(b=0\) and \(\alpha=4\). A common shift of all Gaussians displaces the orbital rigidly and gives \(g=z/r=\cos\theta\). Then \(B=\langle r\rangle/3=\tfrac12\). With \(\nabla^2\cos\theta=-2\cos\theta/r^2\) and \(\langle r^{-2}\rangle=2\), \(G=\langle\cos^2\theta/r^2\rangle=\tfrac23\), so \(\alpha=\tfrac34\). The tightly bound inner part should not move as far as the outer part. The oscillator law \(\zeta^{-2}\) is the best of these three but not an optimum: the laws \(\zeta^{-1}\) and \(\zeta^{-2}\) give \(b=0\) and \(b=1\), on either side of the exact \(b=\tfrac12\), and a power between them can come closer to 4.5.

## A six-Gaussian example

Six even-tempered s Gaussians, optimized for the hydrogen energy, give \(-0.49984\) hartree. The two most diffuse have exponents 0.10421 and 0.33947 bohr⁻² and coefficients 0.40133 and 0.49235. Rule (5) gives their p weights as

\[
\frac{0.40133}{0.10421^{3/2}}\approx11.93,\qquad
\frac{0.49235}{0.33947^{3/2}}\approx2.49 ,
\]

a ratio of 1 to 0.209. The third weight is 0.013 on the same scale. The rule moves the emphasis outward, although the second Gaussian has the larger s coefficient.

This single contracted p function gives \(\alpha=4.43\), or 98.4 % of the exact value. Freeing all six p coefficients gives 4.45. Removing the most diffuse p Gaussian from the free set lowers the result to 2.28; removing the tightest changes nothing in the four printed decimals. Finite-field diagonalization with separately computed integrals reproduces both six-exponent results to within \(2\times10^{-5}\) bohr³.

Continuing the exponent sequence outward adds \(0.10421^2/0.33947=0.0320\) bohr⁻². With this exponent in both the s and p sets and all seven p coefficients free, \(\alpha=4.514\), which is 0.3 % above the exact value. This does not contradict (3), because the ground state is still approximate.

## What to do in practice

1. Start from an s and p basis that describes the occupied orbitals well, and extend it outward by at least one diffuse exponent. The derived functions inherit their exponents, so they cannot repair a missing tail.
2. Generate the next angular momentum with the parent exponents: p from s, and d from p. For contracted s orbitals use the weights \(c_i\zeta_i^{-3/2}\) over the energy-optimized exponents. Leave the p functions on the added diffuse exponents uncontracted (the seven-exponent example goes further and frees all seven p functions): their s coefficients are small and hardly affect the energy, yet the factor \(\zeta^{-3/2}\) magnifies them most, so their weights in a contraction are poorly determined. In the six-Gaussian example, contracting one added exponent does little harm (4.47, as when only that p function is left free), but contracting two lowers \(\alpha\) to 4.10.
3. Check convergence on \(\alpha\) itself, by freeing the contraction and by adding another diffuse shell. Improve the ground state as well, since an approximate one removes the lower bound.

For many-electron atoms the construction is a design rule applied orbital by orbital. The 99 % found here belongs to hydrogen; screening, the coupled response of the other electrons and correlation need their own convergence checks. The complete values for this example are in the numerical output below.

## Values computed for the example and the checks

```
alpha in atomic units (bohr^3), exponents in bohr^-2
exact alpha: 4.5000 bohr^3
exact alpha, converted: 0.6668 angstrom^3
radial peak of ground state: 1.000 bohr
radial peak of first-order function: 2.562 bohr
density beyond 3.0 bohr: 6.2 %
alpha from beyond 3.0 bohr: 37.4 %
one p, exponent 0.50: alpha 1.2466 bohr^3
  deficit from error function: 3.2534 bohr^3
one p, best for uniform field: exponent 0.1250, alpha 4.1577 bohr^3
one p, best for charge at 1.5 bohr: exponent 0.3127, alpha 2.4286 bohr^3
one p, best for charge at 3.0 bohr: exponent 0.1705, alpha 3.9098 bohr^3
one p, best for charge at 6.0 bohr: exponent 0.1258, alpha 4.1576 bohr^3
cc-pvdz: E -0.499278 hartree, smallest p exponent 0.7270, alpha 0.6284 bohr^3 (14.0 %)
cc-pvtz: E -0.499810 hartree, smallest p exponent 0.3880, alpha 1.8847 bohr^3 (41.9 %)
cc-pvqz: E -0.499946 hartree, smallest p exponent 0.2920, alpha 2.7373 bohr^3 (60.8 %)
aug-cc-pvdz: E -0.499334 hartree, smallest p exponent 0.1410, alpha 4.2944 bohr^3 (95.4 %)
cc-pvdz without p: E -0.499278 hartree, alpha 0.0000 bohr^3
six s Gaussians: E -0.499841 hartree
exponent, s coefficient, derived p coefficient (largest = 1):
  0.10421  0.40133  1.000000
  0.33947  0.49235  0.208642
  1.10590  0.18280  0.013175
  3.60272  0.05131  0.000629
  11.73664  0.01032  0.000022
  38.23467  0.00407  0.000001
one derived p function: alpha 4.4269 bohr^3 (98.4 %)
six free p functions: alpha 4.4524 bohr^3
  without most diffuse p: alpha 2.2842 bohr^3
  without tightest p: alpha 4.4524 bohr^3
one more diffuse s and p, exponent 0.03199: alpha 4.5143 bohr^3
complete-expansion limit: alpha 4.4545 bohr^3, scale 0.6364
twelve s Gaussians: E -0.4999989 hartree, largest exponent 1073.1
alpha in bohr^3 for centre shift as exponent^(-k):
  k, dense expansion, dense cut at that exponent, twelve Gaussians
  0  0.7500  0.7858  0.7645
  1  4.0000  4.0000  4.0002
  2  4.4545  4.4546  4.4565
one s and one p, exponent 0.15: alpha 9.3630 bohr^3
```
